**Three doublets of a t2g electron with spin-orbit coupling and a tetragonal shift**

With spin-orbit constant $\lambda$ and the $xy$ orbital shifted by $\Delta$ from $yz$ and $zx$, the levels are $-\lambda/2$ and $\Delta/2+\lambda/4\pm\tfrac12\sqrt{(\Delta-\lambda/2)^2+2\lambda^2}$, each a Kramers doublet. The program builds the angular momentum matrices from the differential operator acting on the real $d$ functions. It asserts that the diagonalized spectrum agrees with the formula for 200 random pairs of $\lambda$ and $\Delta$ of both signs. For positive $\lambda$ it also asserts the $xy$ weights, the order of the levels, the mixed levels at small $\Delta$, and the lower mixed level at large positive $\Delta$. Further assertions cover the vanishing moment of the unmixed doublet within $t_{2g}$ and the approach of the full $d$ shell to the $t_{2g}$ levels as the cubic splitting $10Dq$ grows. For $\lambda=0.30$ eV and $\Delta=0.10$ eV the output shows excitations of 61.4 and 488.6 meV. It also sizes the effects of the $e_g$ orbitals, covalency, zero-point motion, exchange and temperature, using rough inputs.

## Numerical verification

```python
# Result under test: one t2g electron with spin-orbit coupling lam*L.S (L, S in
# units of hbar) and the xy orbital shifted by delta relative to yz and zx has
# three Kramers doublets:
#   E0 = -lam/2   (no xy part)
#   E+- = delta/2 + lam/4 +- (1/2)*sqrt((delta - lam/2)^2 + 2*lam^2)
# The angular momentum matrices are built from the differential operator
# -i r x grad acting on the five real d functions, with averages over the sphere.
# ten_dq is the energy of the eg orbitals above yz and zx. Energies are in eV.
import numpy as np
import sympy as sp
from scipy import constants as const

x, y, z = sp.symbols("x y z", real=True)
# order: yz, zx, xy, x2-y2, 3z2-r2; each has mean square 1/15 on the unit sphere
d_functions = [y*z, z*x, x*y, (x**2 - y**2)/2,
               (2*z**2 - x**2 - y**2)/(2*sp.sqrt(3))]


def sphere_average(expression):
    total = sp.Integer(0)
    for powers, coefficient in sp.Poly(sp.expand(expression), x, y, z).terms():
        if all(p % 2 == 0 for p in powers):
            numerator = sp.prod([sp.factorial2(p - 1) for p in powers])
            total += coefficient*numerator/sp.factorial2(sum(powers) + 1)
    return total


def orbital_matrix(a, b):
    """Matrix of -i (a d/db - b d/da) in the real d functions."""
    images = [a*sp.diff(f, b) - b*sp.diff(f, a) for f in d_functions]
    return -1j*np.array([[float(15*sphere_average(f*g)) for g in images]
                         for f in d_functions])


overlap = np.array([[float(15*sphere_average(f*g)) for g in d_functions]
                    for f in d_functions])
assert np.allclose(overlap, np.eye(5), atol=1e-13)
L = [orbital_matrix(y, z), orbital_matrix(z, x), orbital_matrix(x, y)]
S = [np.array([[0, 1], [1, 0]], complex)/2,
     np.array([[0, -1j], [1j, 0]])/2,
     np.array([[1, 0], [0, -1]], complex)/2]
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j*L[2], atol=1e-12)
assert np.allclose(sum(m @ m for m in L), 6*np.eye(5), atol=1e-12)


def hamiltonian(lam, delta, n_orb=3, ten_dq=0.0, eg_split=0.0, transverse=1.0):
    """n_orb=3: t2g only; n_orb=5: whole d shell. Spin is the fast index."""
    site = np.diag([0, 0, delta, ten_dq + eg_split, ten_dq][:n_orb])
    h = np.kron(site, np.eye(2)).astype(complex)
    for k, factor in enumerate([transverse, transverse, 1.0]):
        h += lam*factor*np.kron(L[k][:n_orb, :n_orb], S[k])
    return h


def mixed_levels(lam, delta):
    root = np.sqrt((delta - lam/2)**2 + 2*lam**2)
    centre = delta/2 + lam/4
    return centre - root/2, centre + root/2


def upper_xy_weight(lam, delta):
    root = np.sqrt((delta - lam/2)**2 + 2*lam**2)
    return (1 + (delta - lam/2)/root)/2


# Action of the projected angular momentum on the t2g orbitals
P = [m[:3, :3] for m in L]
yz, zx, xy = np.eye(3, dtype=complex)
for k, start, image in [(2, yz, -1j*zx), (2, zx, 1j*yz), (0, zx, -1j*xy),
                        (0, xy, 1j*zx), (1, xy, -1j*yz), (1, yz, 1j*xy),
                        (0, yz, 0*yz), (1, zx, 0*yz), (2, xy, 0*yz)]:
    assert np.allclose(P[k] @ start, image, atol=1e-12)
assert np.allclose(P[0] @ P[1] - P[1] @ P[0], -1j*P[2], atol=1e-12)
u_plus, u_minus = (yz - 1j*zx)/np.sqrt(2), (yz + 1j*zx)/np.sqrt(2)
assert np.allclose(P[2] @ u_plus, u_plus)
assert np.allclose(P[2] @ u_minus, -u_minus)
assert np.allclose((P[0] + 1j*P[1]) @ xy, np.sqrt(2)*u_minus)
assert np.allclose((P[0] - 1j*P[1]) @ xy, -np.sqrt(2)*u_plus)

# Unmixed doublet, closed pairs, and the two-by-two matrices
up, down = np.eye(2, dtype=complex)
pure = np.array([np.kron(u_plus, down), np.kron(u_minus, up)]).T
pair_a = np.array([np.kron(xy, up), np.kron(u_minus, down)]).T
pair_b = np.array([np.kron(xy, down), np.kron(u_plus, up)]).T
rng = np.random.default_rng(4)
for lam, delta in rng.uniform(-1, 1, (200, 2)):
    h = hamiltonian(lam, delta)
    assert np.allclose(h @ pure, -lam/2*pure, atol=1e-12)
    for pair, sign in [(pair_a, 1), (pair_b, -1)]:
        coupling = sign*lam/np.sqrt(2)
        small = np.array([[delta, coupling], [coupling, lam/2]])
        assert np.allclose(h @ pair, pair @ small, atol=1e-12)
    low, high = mixed_levels(lam, delta)
    expected = np.sort([-lam/2, -lam/2, low, low, high, high])
    assert np.allclose(np.linalg.eigvalsh(h), expected, atol=1e-12)

# xy weights, slopes and order of levels for positive coupling
for lam, delta in zip(rng.uniform(0.1, 1, 100), rng.uniform(-2, 2, 100)):
    values, vectors = np.linalg.eigh(hamiltonian(lam, delta))
    weight = np.sum(abs(vectors[4:6, 4:6])**2)/2
    assert abs(weight - upper_xy_weight(lam, delta)) < 1e-10
    step = 1e-4
    slope = (np.linalg.eigvalsh(hamiltonian(lam, delta + step))[5]
             - np.linalg.eigvalsh(hamiltonian(lam, delta - step))[5])/(2*step)
    assert abs(slope - weight) < 1e-6
    ground = vectors[:, :2]
    pure_share = np.linalg.norm(pure.conj().T @ ground)**2/2
    assert abs(pure_share - (1.0 if delta > 0 else 0.0)) < 1e-8
    others = values[2:4].mean() if delta > 0 else values[:2].mean()
    product = (others + lam/2)*(values[4] + lam/2)
    assert abs(product - lam*delta) < 1e-11

# Limits, from diagonalization
assert np.allclose(np.linalg.eigvalsh(hamiltonian(1, 0)),
                   [-0.5]*4 + [1]*2, atol=1e-12)
tiny, huge = 1e-3, 200.0
weak = np.linalg.eigvalsh(hamiltonian(1, tiny))
assert abs(weak[2] + 0.5 - 2*tiny/3) < tiny**2
assert abs(weak[4] - 1 - tiny/3) < tiny**2
strong = np.linalg.eigvalsh(hamiltonian(1, huge))
assert abs(strong[2] - 0.5 + 1/(2*huge)) < 1/huge**2


# Magnetic moment L + 2S, in Bohr magnetons up to the overall sign
def doublet_moment(states, k, n_orb):
    operator = (np.kron(L[k][:n_orb, :n_orb], np.eye(2))
                + 2*np.kron(np.eye(n_orb), S[k]))
    return np.linalg.eigvalsh(states.conj().T @ operator @ states)[-1]


pure_moments = [doublet_moment(pure, k, 3) for k in range(3)]
assert max(abs(m) for m in pure_moments) < 1e-12

# Leading effect of the eg orbitals, and approach to the t2g result
far = 3000.0
cubic = np.linalg.eigvalsh(hamiltonian(0.3, 0, 5, far))
quartet_coefficient = (cubic[:4].mean() + 0.15)*far/0.3**2
assert abs(quartet_coefficient + 1.5) < 1e-3
assert np.allclose(cubic[4:6], 0.3, atol=1e-9)
t2g_reference = np.linalg.eigvalsh(hamiltonian(0.3, 0.1))
errors = [np.max(abs(np.linalg.eigvalsh(hamiltonian(0.3, 0.1, 5, d))[:6]
                     - t2g_reference)) for d in (100.0, 200.0)]
assert abs(errors[1]/errors[0] - 0.5) < 0.01

# Worked example: rough parameters of a 5d1 ion in a tetragonal oxide
lam, delta, ten_dq, eg_split = 0.30, 0.10, 4.5, 0.40
print("Inputs (rough, chosen)")
print(f"lambda = {lam:.2f} eV, Delta = {delta:.2f} eV")
print(f"10Dq = {ten_dq:.1f} eV, eg splitting = {eg_split:.2f} eV")
for shift in (delta, -delta):
    low, high = mixed_levels(lam, shift)
    w_high = upper_xy_weight(lam, shift)
    root = high - low
    print(f"Delta = {shift:+.2f} eV: root R = {root:.4f} eV, "
          f"centre = {(low + high)/2:.4f} eV")
    print(f"  E0 = {-lam/2:.4f} eV, E- = {low:.4f} eV, E+ = {high:.4f} eV")
    print(f"  xy weight: E- {1 - w_high:.4f}, E+ {w_high:.4f}")
    levels = np.sort([-lam/2, low, high])
    gaps = levels[1:] - levels[0]
    print(f"  excitations: {gaps[0]*1e3:.1f} and {gaps[1]*1e3:.1f} meV")
    if shift > 0:
        example_gaps = gaps
        to_wavenumber = const.e/(const.h*const.c*100)
        print(f"  the same: {gaps[0]*to_wavenumber:.0f} and "
              f"{gaps[1]*to_wavenumber:.0f} cm^-1")
print(f"small-Delta estimate of E- - E0: {2*delta/3*1e3:.1f} meV")
print(f"small-Delta estimate of E+: {(lam + delta/3):.4f} eV")

print("Neglected effects, for Delta = +0.10 eV")
for name, split in [("degenerate eg", 0.0), ("split eg", eg_split)]:
    values, vectors = np.linalg.eigh(hamiltonian(lam, delta, 5, ten_dq, split))
    doublets = values[:6].reshape(3, 2).mean(axis=1)
    print(f"full d shell, {name}: levels "
          + ", ".join(f"{v:.4f}" for v in doublets) + " eV")
    print(f"  excitations {(doublets[1] - doublets[0])*1e3:.1f} and "
          f"{(doublets[2] - doublets[0])*1e3:.1f} meV")
    ground = vectors[:, :2]
    assert np.linalg.norm(pure.conj().T @ ground[:6])**2/2 > 0.95
print(f"quartet shift, leading order: {-1.5*lam**2/ten_dq*1e3:.1f} meV")
print(f"eg weight in ground doublet: "
      f"{np.sum(abs(ground[6:])**2)/2:.4f}")
print(f"ground moment restored by eg: along z "
      f"{doublet_moment(ground, 2, 5):.4f}, in plane "
      f"{doublet_moment(ground, 0, 5):.4f} Bohr magnetons")

reduced = np.linalg.eigvalsh(hamiltonian(lam, delta, transverse=0.9))
reduced = reduced.reshape(3, 2).mean(axis=1)
print(f"transverse coupling cut by 10 percent: excitations "
      f"{(reduced[1] - reduced[0])*1e3:.1f} and "
      f"{(reduced[2] - reduced[0])*1e3:.1f} meV")

phonon_energy, oxygen_mass, slope_per_angstrom = 0.070, 16.0, 1.0
amplitude = np.sqrt(const.hbar**2/(2*oxygen_mass*const.atomic_mass
                                 * phonon_energy*const.e))*1e10
delta_spread = slope_per_angstrom*amplitude
lower_weight = 1 - upper_xy_weight(lam, delta)
print(f"cage mode: {phonon_energy*1e3:.0f} meV, mass {oxygen_mass:.0f} u, "
      f"dDelta/dQ = {slope_per_angstrom:.1f} eV/angstrom")
print(f"zero-point amplitude (rms): {amplitude:.4f} angstrom")
print(f"zero-point spread of Delta: {delta_spread*1e3:.1f} meV")
print(f"resulting spread of E- - E0: {lower_weight*delta_spread*1e3:.1f} meV")

hopping, repulsion = 0.05, 2.5
print(f"exchange 4t^2/U with t = {hopping:.2f} eV, U = {repulsion:.1f} eV: "
      f"{4*hopping**2/repulsion*1e3:.1f} meV")
temperature = 300.0
thermal = const.k*temperature/const.e
boltzmann = np.exp(-np.array([0, *example_gaps])/thermal)
population = boltzmann/boltzmann.sum()
print(f"kT at {temperature:.0f} K: {thermal*1e3:.1f} meV")
print(f"populations of E0, E-, E+: {population[0]:.4f}, "
      f"{population[1]:.4f}, {population[2]:.1e}")
print(f"quartet coefficient at large 10Dq: {quartet_coefficient:.4f}")
print(f"largest t2g level error at 10Dq = 100, 200 eV: "
      f"{errors[0]*1e3:.3f}, {errors[1]*1e3:.3f} meV")
print("all tests passed")
```

Output:

```
Inputs (rough, chosen)
lambda = 0.30 eV, Delta = 0.10 eV
10Dq = 4.5 eV, eg splitting = 0.40 eV
Delta = +0.10 eV: root R = 0.4272 eV, centre = 0.1250 eV
  E0 = -0.1500 eV, E- = -0.0886 eV, E+ = 0.3386 eV
  xy weight: E- 0.5585, E+ 0.4415
  excitations: 61.4 and 488.6 meV
  the same: 495 and 3941 cm^-1
Delta = -0.10 eV: root R = 0.4924 eV, centre = 0.0250 eV
  E0 = -0.1500 eV, E- = -0.2212 eV, E+ = 0.2712 eV
  xy weight: E- 0.7538, E+ 0.2462
  excitations: 71.2 and 492.4 meV
small-Delta estimate of E- - E0: 66.7 meV
small-Delta estimate of E+: 0.3333 eV
Neglected effects, for Delta = +0.10 eV
full d shell, degenerate eg: levels -0.1789, -0.1175, 0.3382 eV
  excitations 61.4 and 517.1 meV
full d shell, split eg: levels -0.1789, -0.1152, 0.3383 eV
  excitations 63.6 and 517.1 meV
quartet shift, leading order: -30.0 meV
eg weight in ground doublet: 0.0061
ground moment restored by eg: along z 0.0061, in plane 0.1850 Bohr magnetons
transverse coupling cut by 10 percent: excitations 82.5 and 467.5 meV
cage mode: 70 meV, mass 16 u, dDelta/dQ = 1.0 eV/angstrom
zero-point amplitude (rms): 0.0432 angstrom
zero-point spread of Delta: 43.2 meV
resulting spread of E- - E0: 24.1 meV
exchange 4t^2/U with t = 0.05 eV, U = 2.5 eV: 4.0 meV
kT at 300 K: 25.9 meV
populations of E0, E-, E+: 0.9149, 0.0851, 5.7e-09
quartet coefficient at large 10Dq: -1.4999
largest t2g level error at 10Dq = 100, 200 eV: 1.348, 0.674 meV
all tests passed
```
